**Schottky–Mott alignment: numerical test of the closing vacuum gap**

For a metal and an n-type semiconductor in equilibrium without surface states, the gap drop obeys $\Delta=4\pi d\,Q(U_0-\Delta)$ and vanishes linearly with the gap width $d$. Here $Q$ is the semiconductor charge per area as a function of band bending, and $U_0$ is the metal work function minus the electron affinity and the bulk Fermi depth. The program solves the nonlinear Poisson equation by finite volumes and asserts agreement with this equation, the depletion closed form, the linear law with its first correction, the half-drop distance and the wide-gap limit. It also asserts the first integral by quadrature, the zero-temperature result by energy minimization, and the slope and barrier response with surface states. For rough n-type silicon values the drop falls from 0.503 eV at 30 nm to 0.005 eV at 0.1 nm, while the bending approaches 0.593 eV. Further output sizes heavier doping, higher temperature, surface states, image-force lowering, field penetration into the metal, tunnelling, holes and incomplete donor ionization.

## Numerical check

```python
"""Schottky-Mott alignment across a closing vacuum gap.

Result under test: for a metal and an n-type semiconductor without surface
states, in equilibrium, the potential-energy drop in a vacuum gap d obeys
    drop = 4 pi d Q(U0 - drop),
so it vanishes as 4 pi Q(U0) d and leaves the full band bending U0.
For bending >> kT:
    drop = 4 pi N d (sqrt(w^2 + kappa^2 d^2) - kappa d),
    w = sqrt(kappa (U0 - kT) / (2 pi N)).
Symbols: N donor density, kappa dielectric constant, Q semiconductor charge
per area, U0 = metal work function - affinity - xi, xi = Fermi depth below
the bulk conduction edge. Internal units are atomic units (4 pi eps0 = 1).
Material parameters are rough, round values typical of n-type silicon.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
EV = 1 / sc.physical_constants["Hartree energy in eV"][0]
NM = 1e-9 / sc.physical_constants["Bohr radius"][0]
CM = 1e7 * NM
KB = sc.physical_constants["Boltzmann constant in eV/K"][0] * EV
MV_CM = 0.1 * EV / NM

# Input parameters
work_metal, affinity, band_gap = 4.8 * EV, 4.0 * EV, 1.1 * EV
kappa = 12.0
donors = 1e16 / CM**3
Nc_300, Nv_300 = 3e19 / CM**3, 2e19 / CM**3
temperature = 300.0
contact_gap = 0.3 * NM


def alignment(density, temp):
    """Return kT, Fermi depth xi and total contact energy U0."""
    kT = KB * temp
    xi = kT * np.log(Nc_300 * (temp / 300.0)**1.5 / density)
    return kT, xi, work_metal - affinity - xi


def charge(bending, density, kT):
    """Semiconductor charge per area from the first integral."""
    bracket = bending + kT * np.expm1(-bending / kT)
    return np.sqrt(kappa * density / (2 * pi) * bracket)


def closed_drop(gap, total, density, kT):
    """Closed form of the gap drop, for bending well above kT."""
    width = np.sqrt(kappa * (total - kT) / (2 * pi * density))
    root = np.sqrt(width**2 + (kappa * gap)**2)
    return 4 * pi * density * gap * (root - kappa * gap)


def poisson_drop(gap, total, density, kT, states=0.0, neutral=0.0,
                 cells=5000):
    """Gap drop from a finite-volume nonlinear Poisson solution.

    states: surface states per area and energy; neutral: the band bending
    at which they carry no charge.
    """
    debye = np.sqrt(kappa * kT / (4 * pi * density))
    step, gap_cells = 25 * debye / cells, 4
    link = np.concatenate([np.full(gap_cells, gap_cells / gap),
                           np.full(cells, kappa / step)])
    volume = np.zeros(gap_cells + cells + 1)
    volume[gap_cells] = step / 2
    volume[gap_cells + 1:] = step
    volume = volume[1:-1]
    surface = gap_cells - 1
    u = np.zeros(gap_cells + cells + 1)
    u[0] = total
    for _ in range(200):
        inner = u[1:-1]
        boltz = np.exp(-inner / kT)
        flux = link * np.diff(u)
        residual = np.diff(flux) - 4 * pi * density * volume * (1 - boltz)
        residual[surface] -= 4 * pi * states * (inner[surface] - neutral)
        diagonal = -(link[:-1] + link[1:])
        diagonal = diagonal - 4 * pi * density * volume * boltz / kT
        diagonal[surface] -= 4 * pi * states
        bands = np.zeros((3, inner.size))
        bands[0, 1:] = link[1:-1]
        bands[1] = diagonal
        bands[2, :-1] = link[1:-1]
        change = solve_banded((1, 1), bands, -residual)
        u[1:-1] += change
        if np.max(np.abs(change)) < 1e-10:
            return u[0] - u[gap_cells]
    raise RuntimeError("Newton iteration did not converge")


def close(value, reference, tolerance):
    return abs(value - reference) <= tolerance * abs(reference)


kT, xi, U0 = alignment(donors, temperature)
V = U0 - kT
width = np.sqrt(kappa * V / (2 * pi * donors))
debye = np.sqrt(kappa * kT / (4 * pi * donors))
gap_field = 4 * pi * charge(U0, donors, kT)
semi_field = gap_field / kappa

# Unit check: depletion width recomputed in SI units
width_SI = np.sqrt(2 * kappa * sc.epsilon_0 * (V / EV) / (sc.e * 1e22))
assert close(width / NM, width_SI * 1e9, 1e-6)

# First integral against quadrature of the charge density over energy
area = quad(lambda u: 1 - np.exp(-u / kT), 0, U0, epsabs=1e-13)[0]
assert close(charge(U0, donors, kT),
             np.sqrt(kappa * donors * area / (2 * pi)), 1e-8)

print("INPUTS (rough values, n-type silicon regime)")
print(f"metal work function        {work_metal/EV:.2f} eV")
print(f"electron affinity          {affinity/EV:.2f} eV")
print(f"band gap                   {band_gap/EV:.2f} eV")
print(f"dielectric constant        {kappa:.1f}")
print(f"donor density              {donors*CM**3:.1e} cm^-3")
print(f"conduction-band density    {Nc_300*CM**3:.1e} cm^-3")
print(f"valence-band density       {Nv_300*CM**3:.1e} cm^-3")
print(f"temperature                {temperature:.0f} K")
print("IDEAL CONTACT")
print(f"thermal energy kT          {kT/EV:.5f} eV")
print(f"Fermi depth xi             {xi/EV:.4f} eV")
print(f"full band bending U0       {U0/EV:.4f} eV")
print(f"ideal barrier              {(work_metal-affinity)/EV:.4f} eV")
print(f"depletion width w          {width/NM:.1f} nm")
print(f"Debye length L             {debye/NM:.1f} nm")
print(f"semiconductor field        {semi_field/MV_CM:.4f} MV/cm")
print(f"gap field = slope          {gap_field/MV_CM:.4f} MV/cm")
print(f"slope of drop              {gap_field*NM/EV:.5f} eV/nm")

# Closing gap: full Poisson solution against closure and closed form
print("CLOSING GAP: gap nm; eV: drop(Poisson), closed form, linear,")
print("             bending, barrier")
previous = np.inf
for gap_nm in (30.0, 10.0, 3.0, 1.0, 0.3, 0.1):
    gap = gap_nm * NM
    drop = poisson_drop(gap, U0, donors, kT)
    root = brentq(lambda y: y - 4 * pi * gap * charge(U0 - y, donors, kT),
                  0, U0 * (1 - 1e-9), xtol=1e-15)
    formula = closed_drop(gap, U0, donors, kT)
    assert close(drop, root, 1e-4)
    if gap_nm <= 10:
        assert close(drop, formula, 1e-4)
    assert 0 < drop < gap_field * gap and drop < previous
    previous = drop
    print(f"{gap_nm:5.1f} {drop/EV:.5f} {formula/EV:.5f} "
          f"{gap_field*gap/EV:.5f} {(U0-drop)/EV:.5f} "
          f"{(work_metal-affinity-drop)/EV:.5f}")

# Linear law and its first correction, read from the Poisson solution
for gap_nm in (0.12, 0.06, 0.03):
    gap = gap_nm * NM
    deficit = 1 - poisson_drop(gap, U0, donors, kT) / (gap_field * gap)
    assert close(deficit, kappa * gap / width, 0.01)

# Half-drop distance and far limit
half_gap = width / (2 * np.sqrt(2) * kappa)
assert close(poisson_drop(half_gap, U0, donors, kT), V / 2, 1e-4)
far_gap = 1000 * NM
far_bending = U0 - poisson_drop(far_gap, U0, donors, kT)
far_formula = U0 / (1 + kappa * far_gap / debye)
assert close(far_bending, far_formula, 0.03)  # next order is U/(6 kT)

# Zero-temperature closed form against direct energy minimization
width_cold = np.sqrt(kappa * U0 / (2 * pi * donors))
for gap_nm in (0.3, 5.0, 50.0):
    gap = gap_nm * NM

    def energy(scaled):
        w = scaled * width_cold
        stored = quad(lambda z: kappa / (8 * pi)
                      * (4 * pi * donors * (w - z) / kappa)**2, 0, w)[0]
        total = (-U0 * donors * w + 2 * pi * gap * (donors * w)**2
                 + stored)
        return total / (U0 * donors * width_cold)

    best = minimize_scalar(energy, bounds=(0, 1.5), method="bounded",
                           options={"xatol": 1e-9}).x
    assert close(4 * pi * donors * best * width_cold * gap,
                 closed_drop(gap, U0, donors, 0.0), 1e-5)

fine = poisson_drop(contact_gap, U0, donors, kT)
coarse = poisson_drop(contact_gap, U0, donors, kT, cells=2500)
assert abs(fine - coarse) < 1e-4 * fine
print(f"half of U0-kT drops at gap {half_gap/NM:.2f} nm")
print(f"bending at 1000 nm gap     {far_bending/EV:.5f} eV")
print(f"far-limit formula there    {far_formula/EV:.5f} eV")
print(f"mesh-halving shift, 0.3 nm {abs(fine-coarse)/EV:.1e} eV")

# Heavier doping and higher temperature at the same atomic gap
heavy = 1e18 / CM**3
kT_h, xi_h, U0_h = alignment(heavy, temperature)
drop_heavy = poisson_drop(contact_gap, U0_h, heavy, kT_h)
assert close(drop_heavy, closed_drop(contact_gap, U0_h, heavy, kT_h), 1e-4)
kT_w, xi_w, U0_w = alignment(donors, 400.0)
drop_warm = poisson_drop(contact_gap, U0_w, donors, kT_w)
assert close(drop_warm, closed_drop(contact_gap, U0_w, donors, kT_w), 1e-4)
print("OTHER CONDITIONS, gap 0.3 nm")
print(f"donors {heavy*CM**3:.0e} cm^-3: U0   {U0_h/EV:.4f} eV")
print(f"   drop                    {drop_heavy/EV:.4f} eV")
print(f"400 K, first doping: U0    {U0_w/EV:.4f} eV")
print(f"   drop                    {drop_warm/EV:.5f} eV")

# Surface states: linear vanishing survives, barrier response weakens
states = 1e13 / CM**2 / EV
neutral_barrier = 0.7 * EV
neutral = neutral_barrier - xi
tiny = 0.001 * NM
state_slope = gap_field + 4 * pi * states * (U0 - neutral)
assert close(poisson_drop(tiny, U0, donors, kT, states, neutral) / tiny,
             state_slope, 0.005)
response = []
for density_states in (0.0, states):
    shift = 0.01 * EV
    drops = [poisson_drop(contact_gap, U0 + s, donors, kT,
                          density_states, neutral)
             for s in (-shift, 0.0, shift)]
    numeric = 1 - (drops[2] - drops[0]) / (2 * shift)
    U = U0 - drops[1]
    capacity = (kappa * donors * (1 - np.exp(-U / kT))
                / (4 * pi * charge(U, donors, kT)))
    formula = 1 / (1 + 4 * pi * contact_gap * (capacity + density_states))
    assert close(numeric, formula, 1e-3)
    response.append(numeric)
drop_states = drops[1]

# Image-force lowering at contact, on the curved depletion profile
parabola = 2 * pi * donors / kappa
peak = minimize_scalar(
    lambda z: -(parabola * (width - z)**2 - 1 / (4 * kappa * z)) / V,
    bounds=(0.1 * NM, 30 * NM), method="bounded", options={"xatol": 1e-6})
lowering = parabola * width**2 + peak.fun * V
assert close(lowering, np.sqrt(semi_field / kappa), 0.01)

# Field penetration into the metal, exponential screening
screening = 0.05 * NM
metal_drop = gap_field * screening * quad(lambda s: np.exp(-s), 0, np.inf)[0]
assert close(metal_drop, closed_drop(screening, U0, donors, kT), 0.01)

# Tunnelling energy from the semiclassical exponent of the parabola
mass = 0.3
exponent = 2 * width * quad(
    lambda s: np.sqrt(2 * mass * V) * (1 - s), 0, 1)[0]
E00 = np.sqrt(pi * donors / (mass * kappa))
assert close(exponent, V / E00, 1e-8)

# Holes at the surface and incomplete donor ionization in the bulk
holes = Nv_300 * np.exp(-(band_gap - work_metal + affinity) / kT)
hole_area = quad(lambda u: 1 - np.exp(-u / kT)
                 + holes / donors * np.exp((u - U0) / kT),
                 0, U0, epsabs=1e-13)[0]
hole_shift = np.sqrt(hole_area / area) - 1
donor_depth = 0.05 * EV
neutral_donors = 1 / (1 + 0.5 * np.exp((xi - donor_depth) / kT))
assert hole_shift < 0.01 and neutral_donors < 0.02 and E00 < 0.1 * kT

print("NEGLECTED EFFECTS")
print(f"surface states assumed     {states*CM**2*EV:.0e} cm^-2 eV^-1")
print(f"their neutral barrier      {neutral_barrier/EV:.2f} eV")
print(f"drop with states, 0.3 nm   {drop_states/EV:.4f} eV")
print(f"slope with states, d->0    {state_slope*NM/EV:.4f} eV/nm")
print(f"dbarrier/dW without states {response[0]:.4f}")
print(f"dbarrier/dW with states    {response[1]:.4f}")
print(f"image-force lowering       {lowering/EV:.4f} eV")
print(f"   peak position           {peak.x/NM:.2f} nm")
print(f"metal screening length     {screening/NM:.2f} nm")
print(f"   residual drop at d=0    {metal_drop/EV:.5f} eV")
print(f"tunnelling mass            {mass:.1f} electron masses")
print(f"tunnelling energy E00      {E00/EV:.5f} eV")
print(f"surface holes / donors     {holes/donors:.4f}")
print(f"   relative slope change   {hole_shift:.1e}")
print(f"donors / band density      {donors/Nc_300:.1e}")
print(f"donor level depth          {donor_depth/EV:.2f} eV")
print(f"neutral donor fraction     {neutral_donors:.4f}")
print(f"mean donor spacing         {donors**(-1/3)/NM:.1f} nm")
print("all assertions hold")
```

Running it gives:

```
INPUTS (rough values, n-type silicon regime)
metal work function        4.80 eV
electron affinity          4.00 eV
band gap                   1.10 eV
dielectric constant        12.0
donor density              1.0e+16 cm^-3
conduction-band density    3.0e+19 cm^-3
valence-band density       2.0e+19 cm^-3
temperature                300 K
IDEAL CONTACT
thermal energy kT          0.02585 eV
Fermi depth xi             0.2070 eV
full band bending U0       0.5930 eV
ideal barrier              0.8000 eV
depletion width w          274.3 nm
Debye length L             41.4 nm
semiconductor field        0.0414 MV/cm
gap field = slope          0.4963 MV/cm
slope of drop              0.04963 eV/nm
CLOSING GAP: gap nm; eV: drop(Poisson), closed form, linear,
             bending, barrier
 30.0 0.50319 0.50255 1.48889 0.08983 0.29681
 10.0 0.32458 0.32458 0.49630 0.26844 0.47542
  3.0 0.13062 0.13062 0.14889 0.46240 0.66938
  1.0 0.04751 0.04751 0.04963 0.54551 0.75249
  0.3 0.01469 0.01469 0.01489 0.57832 0.78531
  0.1 0.00494 0.00494 0.00496 0.58808 0.79506
half of U0-kT drops at gap 8.08 nm
bending at 1000 nm gap     0.00207 eV
far-limit formula there    0.00204 eV
mesh-halving shift, 0.3 nm 1.1e-09 eV
OTHER CONDITIONS, gap 0.3 nm
donors 1e+18 cm^-3: U0   0.7121 eV
   drop                    0.1454 eV
400 K, first doping: U0    0.5092 eV
   drop                    0.01343 eV
NEGLECTED EFFECTS
surface states assumed     1e+13 cm^-2 eV^-1
their neutral barrier      0.70 eV
drop with states, 0.3 nm   0.0444 eV
slope with states, d->0    0.2306 eV/nm
dbarrier/dW without states 0.9869
dbarrier/dW with states    0.6425
image-force lowering       0.0222 eV
   peak position           2.71 nm
metal screening length     0.05 nm
   residual drop at d=0    0.00248 eV
tunnelling mass            0.3 electron masses
tunnelling energy E00      0.00098 eV
surface holes / donors     0.0182
   relative slope change   4.2e-04
donors / band density      3.3e-04
donor level depth          0.05 eV
neutral donor fraction     0.0046
mean donor spacing         46.4 nm
all assertions hold
```
